# Why Forces and Stress Converge Slower than Energies in Unsmeared Metals

A metal is computed at zero temperature, with every level below the chemical potential filled and every level above it empty. As the k-mesh is refined, the energy settles while the force on a displaced atom and the stress still wander. All three are averages over the same occupied states, so the difference must lie in what is averaged.

## The two integrands

Consider independent electrons of one spin in a fixed potential, in \(d\) dimensions. Let \(\mathbf k\) be the reduced wave vector, with period \(2\pi\) along each axis, and let \(\langle f\rangle=\int d^dk\,f/(2\pi)^d\) over one cell of reciprocal space. The grand potential per cell is
\[
\Omega=\langle(\varepsilon-\mu)\,\theta(\mu-\varepsilon)\rangle .
\]
Its integrand goes to zero linearly at the Fermi surface and stays zero outside: it has a kink.

Let \(\lambda\) be an atomic displacement or a strain, and \(g=\partial\varepsilon/\partial\lambda\) at fixed reduced \(\mathbf k\). Since \(\partial_\lambda\theta(\mu-\varepsilon)=-g\,\delta(\mu-\varepsilon)\),
\[
\frac{\partial\Omega}{\partial\lambda}\Big|_\mu
=\langle g\,\theta(\mu-\varepsilon)\rangle-\langle(\varepsilon-\mu)\,g\,\delta(\mu-\varepsilon)\rangle
=\langle g\,\theta(\mu-\varepsilon)\rangle ,
\]
because \((\varepsilon-\mu)\delta(\mu-\varepsilon)=0\). This integrand jumps by \(g\) at the Fermi surface. The force is \(-\partial\Omega/\partial u\) for a displacement \(u\), and the stress is \(V^{-1}\partial\Omega/\partial e\) for a strain \(e\) and cell volume \(V\).

The same differentiation holds on a fixed mesh, except at the isolated \(\lambda\) where a level crosses \(\mu\). The mesh force is therefore the true slope of the mesh energy. Its larger error means that the energy error is a small but steep ripple.

## From mesh error to Fourier coefficients

Take \(L\) points per axis, \(\mathbf k_{\mathbf j}=2\pi(\mathbf j+\mathbf s)/L\), with a rigid shift \(\mathbf s\). Write
\[
f(\mathbf k)=\sum_{\mathbf T}F(\mathbf T)e^{-i\mathbf T\cdot\mathbf k},\qquad F(\mathbf T)=\langle f e^{i\mathbf T\cdot\mathbf k}\rangle ,
\]
with integer vectors \(\mathbf T\). The mesh average of \(e^{-i\mathbf T\cdot\mathbf k}\) vanishes unless \(\mathbf T=L\mathbf m\) with integer \(\mathbf m\), when it equals \(e^{-2\pi i\mathbf m\cdot\mathbf s}\). The term \(\mathbf m=0\) is the wanted integral, so
\[
\delta(\mathbf s)=\sum_{\mathbf m\neq0}F(L\mathbf m)e^{-2\pi i\mathbf m\cdot\mathbf s},\qquad
\overline{\delta^2}=\sum_{\mathbf m\ne0}|F(L\mathbf m)|^2 ,
\]
where the bar averages over shifts and removes the cross terms. The question is now how fast \(F\) decays.

## Contribution 1: the jump

Assume a smooth, closed, convex Fermi surface with nonzero Gaussian curvature \(K\), and \(\varepsilon\) and \(g\) even in \(\mathbf k\) and smooth in the occupied region. Let \(\boldsymbol\nu\) be the outward normal and \(T=|\mathbf T|\). From
\[
\nabla\cdot\left(g\,\mathbf T e^{i\mathbf T\cdot\mathbf k}\right)=iT^2g\,e^{i\mathbf T\cdot\mathbf k}+(\mathbf T\cdot\nabla g)\,e^{i\mathbf T\cdot\mathbf k},
\]
integration over the occupied region gives
\[
F_g=\frac{1}{iT^2}\oint\frac{dS}{(2\pi)^d}\,g\,(\boldsymbol\nu\cdot\mathbf T)e^{i\mathbf T\cdot\mathbf k}
-\frac{1}{iT^2}\int_{\rm occ}\frac{d^dk}{(2\pi)^d}(\mathbf T\cdot\nabla g)e^{i\mathbf T\cdot\mathbf k}.
\tag{1}
\]
The last integral is again of jump type, with a prefactor of order \(1/T\); it is a higher-order correction.

In the surface integral the phase is stationary where \(\boldsymbol\nu\) is parallel or antiparallel to \(\mathbf T\), at \(\mathbf k^*\) and \(-\mathbf k^*\). Near \(\mathbf k^*\), with principal curvatures \(\kappa_i\) and tangential coordinates \(x_i\),
\[
\mathbf T\cdot\mathbf k\simeq\phi-\tfrac12T\sum_i\kappa_ix_i^2,\qquad \phi=\mathbf T\cdot\mathbf k^* .
\]
Each of the \(d-1\) tangential integrals gives \(\sqrt{2\pi/(T\kappa_i)}\,e^{-i\pi/4}\). Define
\[
C=\frac{1}{(2\pi)^d}\left(\frac{2\pi}{T}\right)^{(d-1)/2}K^{-1/2},\qquad \psi=\phi-\frac{\pi(d-1)}4 .
\]
At \(\mathbf k^*\), \(\boldsymbol\nu\cdot\mathbf T=T\); at \(-\mathbf k^*\) it is \(-T\) and the phase is conjugated. Hence
\[
F_g\simeq\frac{C}{iT}\left[g(\mathbf k^*)e^{i\psi}-g(-\mathbf k^*)e^{-i\psi}\right]
=\frac{2gC}{T}\sin\psi\ \propto\ T^{-(d+1)/2}.
\tag{2}
\]

A sphere of radius \(k_F\) with \(g=1\), \(d=3\) checks the factors. There \(K=k_F^{-2}\) and (2) gives \(-k_F\cos(k_FT)/(2\pi^2T^2)\), the leading part of the full coefficient \([\sin(k_FT)-k_FT\cos(k_FT)]/(2\pi^2T^3)\).

## Contribution 2: the kink

Put \(\varepsilon-\mu\) in place of \(g\) in (1). It vanishes on the Fermi surface, so the surface term is gone. With \(\mathbf v=\nabla\varepsilon\),
\[
F_\Omega=\frac{i}{T^2}\int_{\rm occ}\frac{d^dk}{(2\pi)^d}(\mathbf T\cdot\mathbf v)e^{i\mathbf T\cdot\mathbf k}.
\]
This is a jump coefficient for the odd function \(\mathbf T\cdot\mathbf v\), equal to \(\pm T|\mathbf v|\) at \(\pm\mathbf k^*\). The bracket in (2) now adds the exponentials:
\[
F_\Omega\simeq\frac{i}{T^2}\,\frac{C}{iT}\,T|\mathbf v|\,2\cos\psi
=\frac{2|\mathbf v|C}{T^2}\cos\psi\ \propto\ T^{-(d+3)/2}.
\tag{3}
\]

The jump amplitude exceeds the kink amplitude by \(|g|T/|\mathbf v|\), and \(T\) is proportional to \(L\). The same factor follows from motion of the Fermi surface. Differentiating \(\varepsilon(\mathbf k^*,\lambda)=\mu\) gives \(\mathbf v\cdot\partial_\lambda\mathbf k^*=-g\). Since \(\mathbf v\) is parallel to \(\mathbf T\),
\[
\frac{\partial\phi}{\partial\lambda}=\mathbf T\cdot\frac{\partial\mathbf k^*}{\partial\lambda}=-\frac{gT}{|\mathbf v|} .
\]
Differentiating the cosine in (3) then reproduces (2), sign included. A displacement or strain moves the Fermi surface through the mesh, and the phase of the error turns faster on a finer mesh.

## Summing the contributions

With \(T=L|\mathbf m|\), the mean-square errors contain \(\sum|\mathbf m|^{-(d+1)}\) for the jump and \(\sum|\mathbf m|^{-(d+3)}\) for the kink. The number of vectors in a shell grows as \(|\mathbf m|^{d-1}\), so both sums converge, and the rms errors have the envelopes
\[
\delta_{\rm rms}\Omega\sim L^{-(d+3)/2},\qquad
\delta_{\rm rms}\frac{\partial\Omega}{\partial\lambda}\sim L^{-(d+1)/2}.
\]
In three dimensions these are \(L^{-3}\) and \(L^{-2}\). A tenfold smaller error then costs \(10^{3/3}=10\) times more k-points for \(\Omega\), but \(10^{3/2}\approx32\) times more for force and stress. These are laws for shift averages; a single mesh may do better or worse. They are shown for independent electrons in a fixed potential with one closed, convex Fermi sheet; self-consistency and open, non-convex or multiple sheets are not treated.

If part of the Fermi surface is flat, \(K=0\) and (2) and (3) fail. For \(\mathbf T\) normal to a flat piece, its surface integral no longer decays through stationary phase. The prefactors leave \(1/T\) for the jump and \(1/T^2\) for the kink: both are slower, still one power apart. This reaches the mesh error only if the normal points along an integer vector, so that some \(\mathbf T=L\mathbf m\) is normal to the piece. Otherwise no such term appears: for a flat-sided square in two dimensions with irrationally oriented sides, the number error falls nearly as \(L^{-2}\), faster than the curved law.

## Contribution 3: the chemical potential at fixed electron number

Now fix the electron number \(n\) per cell instead of \(\mu\). Let \(\mu_0\) be the converged chemical potential, \(D\) the density of states, and \(\delta n\), \(\delta\Omega\), \(\delta G\) the mesh errors at \(\mu_0\) of the number, of \(\Omega\) and of \(G=\partial\Omega/\partial\lambda\). To leading order the mesh number is \(n+\delta n+D(\mu-\mu_0)\), so restoring \(n\) requires \(\mu_L-\mu_0=-\delta n/D\).

The mesh energy is \(E_L=\max_\mu[\Omega_L(\mu)+\mu n]\), because \(\Omega_L\) is concave with slope \(-n_L(\mu)\). Its value at \(\mu_0\) has error \(\delta\Omega\); moving to the maximum adds
\[
\int_0^{-\delta n/D}(-\delta n-Dx)\,dx=\frac{(\delta n)^2}{D}-\frac{(\delta n)^2}{2D}=\frac{(\delta n)^2}{2D}\sim L^{-(d+1)} .
\]
For \(d>1\) this falls faster than \(\delta\Omega\); for \(d=1\) it is of the same order. The energy keeps its fast law.

The derivative responds at first order. With \(\partial G/\partial\mu=\langle g\,\delta(\mu-\varepsilon)\rangle=D\langle g\rangle_F\), where \(\langle g\rangle_F\) is the Fermi-surface mean,
\[
\delta G_n\simeq\delta G-\langle g\rangle_F\,\delta n .
\]
The effective jump is \(g-\langle g\rangle_F\). The slow power survives if \(g\) varies over the Fermi surface. For one pair of Fermi points \(\pm k_F\) in one dimension, \(g\) is equal at both and this leading term cancels.

"Energy" must be understood with care. The band energy at fixed \(\mu\) is \(\Omega+\mu n\), with error \(\delta\Omega+\mu\,\delta n\). Its integrand jumps by \(\mu\), measured from the chosen energy zero, so it generally converges as slowly as the force.

## Weighing them in a model metal

Take two atoms per cell along \(x\), with bonds \(a/2\pm u\) and hoppings \(t\,e^{-\kappa(\text{bond}-a/2)}\). The squared modulus of the coupling between the atoms is \(2t^2[\cosh2\kappa u+\cos k_x]\), so the lower band is
\[
\varepsilon=-tS-2t_\perp(\cos k_y+\cos k_z),\quad S=\sqrt{2(\cosh2\kappa u+\cos k_x)} .
\]
The parameters are \(t=0.10\), \(t_\perp=0.05\), \(\mu=-0.32\) hartree, \(\kappa=0.5\) bohr\(^{-1}\), \(u=0.4\) bohr, \(a=8\) bohr and \(V=288\) bohr\(^3\). Differentiation gives
\[
g_u=-\frac{2t\kappa\sinh2\kappa u}{S} .
\]
A strain \(e\) along \(x\) scales both bonds by \(1+e\), with transverse hoppings held fixed. Then \(tS\) becomes \(t\,e^{-\kappa ae/2}\sqrt{2(\cosh[2\kappa u(1+e)]+\cos k_x)}\), and at \(e=0\)
\[
g_e=\frac{\kappa a}{2}\,tS-\frac{2\kappa u\,t\sinh2\kappa u}{S} .
\]
Only these electronic parts are counted; an ionic repulsion has no k-sampling error. At \(u=0\), \(g_u=0\) and the force error vanishes by symmetry.

At the Fermi-surface tip on the \(k_x\) axis, \(S=(0.32-0.20)/0.10=1.2\) and \(g_u=-0.0342\) hartree/bohr. With \(|\mathbf v|=0.0777\) hartree/rad, the tip moves at \(0.0342/0.0777=0.440\) rad/bohr. For this direction the force-to-\(\Omega\) amplitude ratio is thus \(0.440L\) bohr\(^{-1}\), or 17.6 at \(L=40\).

The rms errors at fixed \(\mu\), relative to the converged values, are estimated from 100 shifts per mesh. This finite sample leaves the errors, and the ratios between them, uncertain by roughly 10 to 15%:

| \(L\) | \(\Omega\) | Force | Stress |
|---|---|---|---|
| 10 | 0.94% | 3.0% | 2.8% |
| 40 | 0.009% | 0.25% | 0.25% |

The converged \(\Omega\) is \(-1.921\times10^{-3}\) hartree per cell, the force is \(1.315\times10^{-3}\) hartree/bohr and the stress \(7.52\times10^{-5}\) hartree/bohr\(^3\) (2.21 GPa). Fits over all \(L\) from 8 to 40 give exponents \(-3.07\) for \(\Omega\), \(-1.99\) for force, \(-2.00\) for stress and \(-2.00\) for the band energy. A two-dimensional slice gives \(-2.52\) for \(\Omega\) and \(-1.49\) for force, against \(-5/2\) and \(-3/2\). The fitted exponents move by a few hundredths with the choice of shifts.

Even after averaging over shifts, the errors oscillate with \(L\) about these power laws. The ratio of rms force error to rms \(\Omega\) error is 2.2, 15.2 and 19.3 bohr\(^{-1}\) at \(L=10,20,40\). In three dimensions \(\psi=\phi-\pi/2\), so the kink goes as \(\sin\phi\) and the jump as \(-\cos\phi\). For the shortest vectors along \(y\) and \(z\), \(\phi=1.410L\). At \(L=10\) this is \(14.10=4\pi+1.54\), near the maximum of the kink term and a zero of the jump term. At \(L=20\) it is \(28.20=8\pi+3.07\), where the roles are reversed. These terms therefore push the ratio down at 10 and up at 20, as seen.

At fixed number the energy error at \(L=40\) is \(1.76\times10^{-7}\) hartree, against \(1.73\times10^{-7}\) for \(\Omega\) at fixed \(\mu\); the two agree within the sampling uncertainty of about 10%. The force error drops from \(3.34\times10^{-6}\) to \(5.7\times10^{-7}\) hartree/bohr. The Fermi-surface mean of \(g_u\) is \(-0.0238\), so the effective jump is \(-0.0105\) at the \(x\) tip and \(+0.0036\) at the \(y\) tip, where \(g_u=-0.0201\) (all in hartree/bohr). The prefactor shrinks, but the fitted exponent remains \(-1.98\).

## Removing the jump

A Fermi function of width 0.015 hartree replaces the step by a smooth function. At \(L=24\) the spread of the force over shifts, at fixed \(\mu\), falls from \(8.8\times10^{-6}\) to \(1.7\times10^{-9}\) hartree/bohr, although \(g\) and the meshes are unchanged. This ties the slow error to the sharp occupation. The small spread measures sampling error about the smeared force; it does not measure how far that force lies from the zero-temperature one. Here, at fixed \(\mu\), that distance is \(1.2\times10^{-4}\) hartree/bohr, or 9% of the force, about 14 times the sharp sampling spread just removed. At a width of 0.005 hartree it is \(1.3\times10^{-5}\) hartree/bohr, roughly nine times smaller, as expected for an error quadratic in the width. At fixed electron number the distances are smaller, \(2.6\times10^{-5}\) hartree/bohr (2% of the force) and \(2.8\times10^{-6}\) hartree/bohr, but so is the sharp sampling error at \(L=24\), about \(1.5\times10^{-6}\) hartree/bohr. Smearing trades one error for the other, and a tiny spread over meshes is no sign that the width is small enough. The remaining checks are in the numerical output.

## Table of computed values

```
hopping along x, transverse: 0.10, 0.05 hartree
hopping decay: 0.5 1/bohr; displacement u: 0.4 bohr
cell lengths x, y=z: 8.0, 6.0 bohr; volume 288 bohr^3
chemical potential: -0.32 hartree
Fermi-surface tips, reduced kx, ky: 1.9402, 1.4102 rad
electrons per cell, one spin: 0.059297
density of states: 1.1558 states/hartree/cell
grand potential: -0.00192101 hartree/cell
energy at fixed number: -0.02089610 hartree/cell
electronic force: 0.00131541 hartree/bohr
electronic xx stress: 7.524478e-05 hartree/bohr^3
electronic xx stress: 2.21378 GPa
d(energy)/du at x tip, y tip: -0.03423, -0.02013 hartree/bohr
Fermi-surface mean of d(energy)/du: -0.02375 hartree/bohr
band gradient at x tip: 0.07771 hartree/rad
x-tip rate d(kx)/du at fixed mu: 0.44047 rad/bohr
rms errors over mesh shifts, fixed mu:
 L=10: Omega 1.812e-05 hartree, force 3.973e-05 hartree/bohr
 L=10: stress 2.127e-06 hartree/bohr^3 = 6.257e-02 GPa
 L=10: force error / Omega error 2.192 1/bohr
 L=20: Omega 1.035e-06 hartree, force 1.571e-05 hartree/bohr
 L=20: stress 8.588e-07 hartree/bohr^3 = 2.527e-02 GPa
 L=20: force error / Omega error 15.189 1/bohr
 L=40: Omega 1.728e-07 hartree, force 3.336e-06 hartree/bohr
 L=40: stress 1.858e-07 hartree/bohr^3 = 5.467e-03 GPa
 L=40: force error / Omega error 19.309 1/bohr
rms errors over mesh shifts, fixed electron number:
 L=10: energy 1.863e-05 hartree, force 6.999e-06 hartree/bohr
 L=20: energy 1.101e-06 hartree, force 2.088e-06 hartree/bohr
 L=40: energy 1.764e-07 hartree, force 5.712e-07 hartree/bohr
fitted exponents 3D, L=8 to 40 (dimensionless):
 fixed mu: Omega -3.07, number -2.00
 fixed mu: force -1.99, stress -2.00
 fixed mu: band energy -2.00
 fixed number: energy -3.09, force -1.98, stress -1.99
fitted exponents 2D: Omega -2.52, force -1.49
Fourier-sum rms / mesh rms at L=12, |m|<=10:
 Omega 0.999, force 0.933, stress 0.929
largest stationary-phase error / amplitude, m=120 to 127:
 Omega 0.0107, force 0.0106
fixed-number energy excess / second-order estimate: 1.007
fixed-number force error, correlation with linear formula: 0.958
smearing width 0.015 hartree, L=24: force spread over shifts
 sharp 8.812e-06, smeared 1.741e-09 hartree/bohr
```
